# Field tuning of the permittivity in second-order Landau theory

## Problem

A uniform ferroelectric above its transition temperature is held in a static field. The polarization \(P\) lies along the macroscopic field \(E\) inside the sample, and the Landau energy density is

\[
F(P)=\frac{P^2}{2\chi}+\frac{b}{4}P^4-EP,\qquad \chi>0,\quad b>0 .
\]

Here \(\chi\) is the zero-field susceptibility in F/m, that is, the relative susceptibility multiplied by the vacuum permittivity \(\varepsilon_0\), and \(b\) is the coefficient that makes the dielectric harder to polarize as \(P\) grows. In an energy that ends at \(P^4\), a positive \(b\) makes the transition second order. SI units are used.

A small probing field added to \(E\) measures the slope \(dP/dE\), provided the probe is slow enough that the strain of the sample follows it as it follows the static field. When this slope is much larger than the rest of the permittivity, the permittivity ratio \(\varepsilon(E)/\varepsilon(0)\) equals

\[
r(E)=\frac{1}{\chi}\frac{dP}{dE}.
\]

Tuning data are to be described by the one-parameter form

\[
r=\left[1+k\,b\chi^3E^2\right]^{-1/3}. \tag{1}
\]

(a) Which \(k\) reproduces the first drop of \(r\) at weak field?

(b) Which \(k\) reproduces the decay of \(r\) at strong field?

(c) Can one constant \(k\) serve at all fields? If not, how large is the error of each choice?

(d) Take \(\chi=1000\,\varepsilon_0\) and \(b=8\times10^{9}\ \mathrm{V\,m^5\,C^{-3}}\). Find the field that halves the permittivity, and the value of \(b\) that would be read from that field with each of the two constants.

## Hints

1. Minimize \(F\) to get \(E\) as a function of \(P\). Differentiate that function directly; there is no need to solve a cubic equation for \(P\).

2. Two dimensionless quantities carry the whole problem: \(x=b\chi^3E^2\), which measures the field, and \(y=b\chi P^2\), which measures the polarization. Find \(r\) in terms of \(y\), and then \(x\) in terms of \(y\).

3. For (a), compare the terms linear in \(x\). For (b), ask which term of the equation of state balances the field when \(P\) is large.

4. For (c), treat (1) as a definition of \(k\) at each field and solve it for \(k\).

## Solution

### Equation of state and slope

At equilibrium \(dF/dP=0\), which gives

\[
E=\frac{P}{\chi}+bP^3. \tag{2}
\]

The factor 1/4 in the energy has cancelled the 4 from differentiating \(P^4\). The right side of (2) rises steadily with \(P\), because both coefficients are positive. Each field therefore has one equilibrium polarization. It is a minimum of \(F\), since \(d^2F/dP^2=1/\chi+3bP^2>0\).

Differentiating (2) with respect to \(P\) and inverting gives

\[
\frac{dE}{dP}=\frac1\chi+3bP^2,
\qquad
r=\frac{1}{\chi}\,\frac{1}{1/\chi+3bP^2}=\frac{1}{1+3y},
\qquad y=b\chi P^2. \tag{3}
\]

To connect \(y\) with the field, write (2) as \(E=(P/\chi)(1+y)\), square it, and multiply by \(b\chi^3\):

\[
x=b\chi^3E^2=b\chi P^2(1+y)^2=y(1+y)^2. \tag{4}
\]

Equations (3) and (4) give the tuning curve \(r(x)\) in parametric form, with no approximation beyond the model itself.

### (a) Weak field

For small \(x\), equation (4) can be solved by iteration. Expanding it gives \(x=y+2y^2+y^3\), so

\[
y=x-2y^2-y^3=x-2x^2+O(x^3).
\]

Insert this in \(r=1-3y+9y^2+O(y^3)\):

\[
r=1-3(x-2x^2)+9x^2+O(x^3)=1-3x+15x^2+O(x^3). \tag{5}
\]

The binomial series of the trial form is

\[
(1+kx)^{-1/3}=1-\frac{k}{3}x+\frac{2k^2}{9}x^2+O(x^3). \tag{6}
\]

The linear terms agree if \(k/3=3\), so the weak-field value is

\[
k=9 .
\]

With this value the quadratic coefficient in (6) is \(2\cdot81/9=18\), whereas (5) has 15. The trial form with \(k=9\) is thus correct to first order in \(x\), that is to order \(E^2\), and departs from the model at the next order.

### (b) Strong field

When \(y\gg1\), the cubic term in (2) balances the field, and \(P\simeq(E/b)^{1/3}\). In the slope (3) the term \(3bP^2\) then dominates, so

\[
r\simeq\frac{1}{3b\chi P^2}
=\frac{1}{3\chi\, b^{1/3}E^{2/3}}
=\frac{1}{3x^{1/3}}
=(27x)^{-1/3}. \tag{7}
\]

The third step uses \(x^{1/3}=b^{1/3}\chi E^{2/3}\). The trial form tends to \((kx)^{-1/3}\) when \(kx\gg1\), so the strong-field value is

\[
k=27 .
\]

Both numbers come from the same factor 3, the one produced by differentiating \(P^3\) in (2). At weak field it multiplies a small correction, \(r\simeq1-3x\), and the exponent \(-1/3\) in (1) requires a further factor 3 to match it: \(k=3\times3\). At strong field it multiplies the whole inverse slope, \(1/r\simeq3x^{1/3}\), and bringing it under the cube root cubes it: \(k=3^3\).

### (c) All fields

Solve (1) for the \(k\) required at a given field, and use (3):

\[
k=\frac{r^{-3}-1}{x}=\frac{(1+3y)^3-1}{y(1+y)^2}
=\frac{9y+27y^2+27y^3}{y(1+y)^2}
=\frac{9(1+3y+3y^2)}{(1+y)^2}. \tag{8}
\]

The quotient rule gives its derivative. After one common factor \(1+y\) has been cancelled,

\[
\frac{dk}{dy}=9\,\frac{(3+6y)(1+y)-2(1+3y+3y^2)}{(1+y)^3}
=\frac{9(1+3y)}{(1+y)^3}>0, \tag{9}
\]

because the numerator is \(3+9y+6y^2-2-6y-6y^2=1+3y\). By (4), \(y\) increases with \(x\). The required \(k\) therefore rises steadily with field, from 9 at \(y\to0\) to 27 at \(y\to\infty\). No constant \(k\) reproduces the whole curve.

The two ends are approached at very different rates. For small \(y\), \((1+3y)(1-2y)\simeq1+y\), so

\[
k\simeq9+9x .
\]

For large \(y\), equation (8) gives \(k\simeq27(1+1/y)(1-2/y)\simeq27(1-1/y)\). Since \(y\simeq x^{1/3}\) there,

\[
k\simeq27-27x^{-1/3}. \tag{10}
\]

To bring \(k\) within 1% of 27 one needs \(x\approx10^6\), a field a thousand times larger than the one at which \(x=1\).

The halfway value \(k=18\) follows from \(1+3y+3y^2=2(1+y)^2\), which reduces to \(y^2-y-1=0\). The positive root is \(y=(1+\sqrt5)/2\). For this root \(1+y=y^2\), so \(x=y(1+y)^2=y^5=11.09\), and \(r=1/(1+3y)=0.171\). The permittivity has already lost 83% of its zero-field value when \(k\) is only halfway between its limits.

**Error of a fixed constant.** Let \(r_K=(1+Kx)^{-1/3}\) be the prediction with a constant \(K\). Because \(r_K\) falls when \(K\) grows, and the required \(k\) lies between 9 and 27, the true ratio satisfies \(r_{27}<r<r_9\) at every nonzero field. To find how the relative error varies, differentiate

\[
\ln\frac{r_K}{r}=\ln(1+3y)-\frac13\ln(1+Kx)
\]

with respect to \(y\), using \(dx/dy=(1+y)^2+2y(1+y)=(1+y)(1+3y)\):

\[
\frac{d}{dy}\ln\frac{r_K}{r}=\frac{3}{1+3y}-\frac{K(1+y)(1+3y)}{3(1+Kx)} .
\]

Multiplication by the positive quantity \((1+3y)(1+Kx)/3\) shows that the sign is that of

\[
S_K=1+Kx-\frac K9(1+y)(1+3y)^2 .
\]

Here \(x=y+2y^2+y^3\) and \((1+y)(1+3y)^2=1+7y+15y^2+9y^3\).

For \(K=9\), \(S_9=2y+3y^2>0\). The overestimate grows with field without turning back. Its limit is \((27x)^{1/3}/(9x)^{1/3}=3^{1/3}\approx1.44\), so \(k=9\) predicts a permittivity up to 44% too large.

For \(K=27\), \(S_{27}=-2+6y+9y^2\). This is negative at small \(y\) and vanishes at \(y=(\sqrt3-1)/3\), where \(1+3y=\sqrt3\). The ratio \(r_{27}/r\) starts at 1, falls to a minimum there, and returns to 1 at strong field. At the minimum \(S_{27}=0\) gives \(1+27x=3(1+y)(1+3y)^2=9(1+y)=3(2+\sqrt3)\), and

\[
\frac{r_{27}}{r}=\frac{\sqrt3}{[3(2+\sqrt3)]^{1/3}}\approx0.774 .
\]

The constant 27 is thus at worst 23% too low, relative to the true ratio. This happens at \(x\approx0.378\), where \(r=1/\sqrt3\approx0.58\), in the middle of the tuning range.

### (d) Numbers

The parameters are round model values. With \(\chi=1000\,\varepsilon_0=8.854\times10^{-9}\) F/m, the field at which \(x=1\) is

\[
E_0=\frac{1}{\sqrt{b\chi^3}}
=\frac{1}{\sqrt{(8\times10^{9})(8.854\times10^{-9})^3}}\ \mathrm{V/m}
=13.42\ \mathrm{MV/m}.
\]

Any other field follows from \(E=E_0\sqrt{x}\). For the table, the polarization was found at each field by bisection on \(dF/dP=0\), and \(r\) was taken from a central difference of \(P(E)\).

| \(x\) | \(E\) (MV/m) | \(r\) | \(k\) | \(r_9\) | \(r_{27}\) |
|---|---|---|---|---|---|
| 0.01 | 1.34 | 0.971 | 9.09 | 0.972 | 0.923 |
| 0.1 | 4.24 | 0.797 | 9.76 | 0.807 | 0.647 |
| 1 | 13.4 | 0.417 | 12.8 | 0.464 | 0.329 |
| 10 | 42.4 | 0.178 | 17.8 | 0.222 | 0.155 |
| 100 | 134 | 0.077 | 22.0 | 0.104 | 0.072 |
| \(10^4\) | 1342 | 0.0157 | 25.8 | 0.0223 | 0.0155 |

The row \(x=1\) can be followed by hand. There \(P=0.08107\) C/m², so \(y=b\chi P^2=70.83\times(0.08107)^2=0.466\). Then \(r=1/(1+3\times0.466)=0.417\), and \(k=0.417^{-3}-1\approx12.8\).

Down to \(r\approx0.8\) the constant 9 is good to about 1%, while the prediction with 27 is already 19% too low at that point. At \(x=10\) the order is reversed: \(r_9\) is 25% too high and \(r_{27}\) is 13% too low.

**Half tuning.** Setting \(r=1/2\) in (3) gives \(3y=1\), so \(y=1/3\). From (4),

\[
x=\frac13\left(\frac43\right)^2=\frac{16}{27}=0.593,
\qquad
E_{1/2}=13.42\sqrt{0.593}\ \mathrm{MV/m}=10.33\ \mathrm{MV/m}.
\]

The required constant is \(k=(2^3-1)/x=7\cdot27/16=11.8\), which is neither 9 nor 27.

Someone who measures \(\chi\) and \(E_{1/2}\) and trusts (1) with a constant \(K\) would set \(1+Kb_{\rm est}\chi^3E_{1/2}^2=8\). Since the true coefficient obeys \(b\chi^3E_{1/2}^2=16/27\),

\[
\frac{b_{\rm est}}{b}=\frac{7}{K}\cdot\frac{27}{16}=\frac{189}{16K}.
\]

With \(K=9\) the ratio is \(21/16=1.31\), and \(b_{\rm est}=1.05\times10^{10}\ \mathrm{V\,m^5\,C^{-3}}\). With \(K=27\) it is \(7/16=0.44\), and \(b_{\rm est}=3.5\times10^{9}\ \mathrm{V\,m^5\,C^{-3}}\). The two readings of one measurement differ by a factor of 3. The model itself gives \(b\) without this ambiguity: \(b=16/(27\chi^3E_{1/2}^2)\). For a real sample this holds only as far as the data follow (2) and the rest of the permittivity is negligible; a background of \(10\,\varepsilon_0\), ignored in the analysis, already lowers the extracted \(b\) by about 6%. The mechanical condition matters too. If the sample strains freely under the static field but the probe is too fast for the strain to follow, a model with one electrostrictive strain replaces the factor 3 in (3) by \(1+2b_c/b\), where \(b_c>b\) is the quartic coefficient at fixed strain. The two limits become \(3(1+2b_c/b)\) and \((1+2b_c/b)^3\), that is 10.2 and 39.3 for \(b_c/b=1.2\).

### Where the strong-field value loses its meaning

The limit \(k=27\) belongs to an energy that stops at \(P^4\). Suppose that the next term adds \(cP^5\) to (2), with \(c>0\). At high enough field this term takes over, so that \(P\propto E^{1/5}\) and \(r\propto E^{-4/5}\). The required constant then behaves as \(r^{-3}/x\propto E^{12/5}/E^2=E^{2/5}\) and grows without limit. It therefore passes through 27 at some field whatever the size of \(c\), and a single reading of 27 does not prove that the cubic term dominates. For the ratio \(r\) alone, the range of fields over which \(k\) stays close to 27 is set by \(\gamma=c/(b^2\chi)\). When \(1\ll y\ll1/\gamma\), that is when \(bP^2\) is much larger than \(1/\chi\) while \(cP^4\) is still much smaller than \(bP^2\), one finds \(k\simeq27(1-1/y+3\gamma y)\). The required \(k\) lies within 5% of 27 over a factor of about 35 in field for \(\gamma=10^{-4}\), but only over a factor 1.6 for \(\gamma=10^{-2}\). A background permittivity (Variation 1) cuts off the growth of \(k\), and the two effects together can produce a flat maximum near 27 without any such window: for \(\varepsilon_{\rm bg}=0.03\chi\) and \(\gamma=0.34\) it lies at \(y\approx1.8\), where \(cP^4\) is 0.6 of \(bP^2\). Dielectric breakdown also sets a limit. Fields of tens of MV/m and more are usually beyond bulk ceramics and can be reached, if at all, only in good thin films. The last row of the table, at more than 1000 MV/m, serves only to display the mathematical limit.

## Variation 1: a linear background

*The sample also has a field-independent permittivity \(\varepsilon_{\rm bg}\), so that \(\varepsilon=\varepsilon_{\rm bg}+dP/dE\). Which \(k\) does the full ratio \(R=\varepsilon(E)/\varepsilon(0)\) require?*

The background does not alter (2), because \(E\) is the macroscopic field and \(P\) is the Landau part of the polarization. Hence

\[
R=\frac{\varepsilon_{\rm bg}+\chi r}{\varepsilon_{\rm bg}+\chi}
=1-\frac{\chi}{\chi+\varepsilon_{\rm bg}}(1-r).
\]

At weak field \(1-r\simeq3x\), and comparison with \(1-kx/3\) gives

\[
k=\frac{9\chi}{\chi+\varepsilon_{\rm bg}} .
\]

For \(\varepsilon_{\rm bg}=10\,\varepsilon_0\) and the parameters of (d), this is \(9\times1000/1010=8.91\), a minor change.

At strong field the change is drastic. As \(r\to0\), \(R\) levels off at \(\varepsilon_{\rm bg}/(\varepsilon_{\rm bg}+\chi)\), so \((R^{-3}-1)/x\) tends to zero. The law (7) needs \(x^{1/3}\gg1\) and also \(\chi r\simeq\chi/(3x^{1/3})\gg\varepsilon_{\rm bg}\), which together read

\[
1\ll x^{1/3}\ll\frac{\chi}{3\varepsilon_{\rm bg}} .
\]

Here the upper bound is about 33, which leaves too little room. A numerical maximization over the field gives a largest required \(k\) of 16.1, near 79 MV/m. For an energy that ends at \(P^4\), a background of 1% of \(\chi\) is enough to keep the full permittivity well away from \(k=27\) at every field. The background is never smaller than the vacuum term \(\varepsilon_0\), and with that term alone the largest required \(k\) is 22.5, near 460 MV/m; the high-field rows of the table in (d) therefore describe \(r\), not the full permittivity.

## Variation 2: another convention for the quartic term

*The energy is written with \(\beta P^4\) in place of \(bP^4/4\), and the trial form as \([1+k'\beta\chi^3E^2]^{-1/3}\). What are the two limits of \(k'\)?*

The energies agree if \(b=4\beta\). The tuning curve cannot depend on the notation, so \(k'\beta=kb=4k\beta\), and \(k'=4k\). The weak-field limit becomes \(4\times9=36\) and the strong-field limit \(4\times27=108\).

Their ratio is still 3, since a change of convention multiplies both by the same factor. It cannot reconcile the two limits. A tabulated quartic coefficient can be used in (1) only together with the energy expression that defines it.

Numerical values quoted here were computed with a short program.
